# Overlap of space-filling atomic spheres, and empty spheres in diamond: a program that tests the result

```python
"""Radial overlap of equal space-filling spheres.

Result under test: with (4 pi/3) s^3 = volume per site and nearest-neighbour
distance d, the overlap 2s/d - 1 is about 10.5 % (fcc), 13.7 % (bcc),
24 % (simple cubic) and 43 % (diamond, atoms only).  Empty spheres at the
tetrahedral holes of diamond make the sphere centres a bcc lattice of
constant a/2, and the overlap drops to the bcc value.

Symbols: a = cube edge, s = sphere radius, d = nearest distance,
d2 = second-neighbour distance, z = number of nearest neighbours.
Lengths are in units of a until the silicon example.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants, angstrom

FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
ATOMS = np.vstack([FCC, FCC + 0.25]) % 1.0
HOLES = np.vstack([FCC + 0.5, FCC + 0.75]) % 1.0
STRUCTURES = {
    "sc": np.zeros((1, 3)),
    "bcc": np.array([[0, 0, 0], [.5, .5, .5]]),
    "fcc": FCC,
    "diamond": ATOMS,
    "diamond+E": np.vstack([ATOMS, HOLES]),
}
CLOSED_RATIO = {
    "sc": (6 / np.pi) ** (1 / 3),
    "bcc": (8 / (np.sqrt(3) * np.pi)) ** (1 / 3),
    "fcc": (3 * np.sqrt(2) / np.pi) ** (1 / 3),
    "diamond": (16 / (np.sqrt(3) * np.pi)) ** (1 / 3),
    "diamond+E": (8 / (np.sqrt(3) * np.pi)) ** (1 / 3),
}
SHIFTS = np.array(list(itertools.product(range(-2, 3), repeat=3)), float)


def distances(origin, sites):
    """Sorted nonzero distances from origin to all periodic images."""
    points = (sites[:, None, :] + SHIFTS[None, :, :]).reshape(-1, 3)
    r = np.linalg.norm(points - origin, axis=1)
    return np.sort(r[r > 1e-9])


def shells(sites):
    """d, z and d2, required to be the same for every site."""
    found = []
    for origin in sites:
        r = distances(origin, sites)
        near = r < r[0] + 1e-8
        found.append((r[0], near.sum(), r[~near][0]))
    found = np.array(found)
    assert np.allclose(found, found[0], atol=1e-10)
    return found[0, 0], int(found[0, 1]), found[0, 2]


def near_images(sites, reach):
    """Periodic images whose distance from the unit cube is below reach."""
    for site in sites:
        for shift in SHIFTS:
            centre = site + shift
            outside = centre - np.clip(centre, 0, 1)
            if np.linalg.norm(outside) < reach:
                yield centre


def squared_distance(axes, centre):
    x, y, z = [(axis - c) ** 2 for axis, c in zip(axes, centre)]
    return x[:, None, None] + y[None, :, None] + z[None, None, :]


def coverage(sites, radius, n=71):
    """Number of spheres covering each point of an offset uniform grid."""
    axes = [(np.arange(n) + offset) / n for offset in (0.31, 0.47, 0.73)]
    count = np.zeros((n, n, n), dtype=int)
    for centre in near_images(sites, radius):
        count += squared_distance(axes, centre) < radius ** 2
    return count


# Overlaps and covering of space for each packing
results = {}
print("Lengths in units of the cube edge a; E = empty spheres")
for name, sites in STRUCTURES.items():
    d, z, d2 = shells(sites)
    s = (3 / (4 * np.pi * len(sites))) ** (1 / 3)
    ratio = 2 * s / d
    assert abs(ratio - CLOSED_RATIO[name]) < 1e-12
    assert d2 > 2 * s
    count = coverage(sites, s)
    uncovered, double = np.mean(count == 0), np.mean(count == 2)
    x = 1 / ratio
    lens = z / 4 * (2 + x) * (1 - x) ** 2
    # grid sampling of curved surfaces is good to a few parts in a thousand
    assert abs(count.mean() - 1) < 4e-3
    assert count.max() == 2
    assert abs(uncovered - lens) < 4e-3 and abs(double - lens) < 4e-3
    results[name] = dict(d=d, z=z, s=s, ratio=ratio)
    print(f"{name}: sites per cube {len(sites)}, z = {z}, d = {d:.5f} a, "
          f"s = {s:.5f} a")
    print(f"   2s/d = {ratio:.5f}, overlap = {100*(ratio-1):.2f} %, "
          f"(2s-d)/s = {100*(2*s-d)/s:.1f} %")
    print(f"   touching-sphere filling f = {x**3:.4f}, d2/(2s) = {d2/(2*s):.4f}")
    print(f"   doubly covered volume: lens formula {100*lens:.2f} %, "
          f"grid {100*double:.2f} %; uncovered, grid {100*uncovered:.2f} %")

for name, percent, tolerance in (("fcc", 10.5, 0.05), ("bcc", 13.7, 0.05),
                                 ("sc", 24.0, 0.5)):
    assert abs(100 * (results[name]["ratio"] - 1) - percent) < tolerance

fcc = results["fcc"]
assert fcc["s"] < fcc["d"] / np.sqrt(3)
print(f"fcc triangle: s/d = {fcc['s']/fcc['d']:.4f}, "
      f"circumradius/d = {1/np.sqrt(3):.4f}")

# Atoms plus holes against a bcc lattice built from primitive vectors (a/4)
primitive = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
bcc_points = {tuple(int(v) for v in (np.array(m) @ primitive) % 4)
              for m in itertools.product(range(-4, 5), repeat=3)}
union = {tuple(int(v) for v in np.rint(4 * p).astype(int) % 4)
         for p in STRUCTURES["diamond+E"]}
assert union == bcc_points and len(union) == 16
print(f"Atoms + holes: {len(union)} points per cube, "
      f"bcc lattice of constant a/2: {len(bcc_points)} points, sets equal")

# Kinds of neighbours around an atom and around a hole
bond = results["diamond"]["d"]
neighbours = {}
for label, origin, sites in (("atom-atom", ATOMS[0], ATOMS),
                             ("atom-E", ATOMS[0], HOLES),
                             ("E-E", HOLES[0], HOLES),
                             ("E-atom", HOLES[0], ATOMS)):
    r = distances(origin, sites)
    number = int(np.sum(r < r[0] + 1e-8))
    neighbours[label] = r[0]
    assert number == 4 and abs(r[0] - bond) < 1e-12
    print(f"{label}: {number} neighbours at {r[0]:.5f} a")

# Points farthest from all atoms, searched on a grid that contains a/4 steps
n_search = 48
grid_axis = np.arange(n_search) / n_search
nearest = np.full((n_search,) * 3, np.inf)
for centre in near_images(ATOMS, 0.6):
    nearest = np.minimum(nearest, squared_distance([grid_axis] * 3, centre))
nearest = np.sqrt(nearest)
farthest = np.argwhere(nearest > nearest.max() - 1e-9)
hole_index = {tuple(int(v) for v in np.rint(n_search * h)) for h in HOLES}
assert {tuple(int(v) for v in p) for p in farthest} == hole_index
print(f"Farthest grid points from atoms: {len(farthest)} per cube, "
      f"distance {nearest.max():.5f} a")

# Unequal radii with the total sphere volume kept fixed
s_equal = results["diamond+E"]["s"]


def unequal(t):
    """Radii and overlaps (AA, AE, EE) for t = r_E / r_A."""
    r_atom = s_equal * (2 / (1 + t ** 3)) ** (1 / 3)
    r_empty = t * r_atom
    overlaps = np.array([2 * r_atom / neighbours["atom-atom"],
                         (r_atom + r_empty) / neighbours["atom-E"],
                         2 * r_empty / neighbours["E-E"]]) - 1
    return r_atom, r_empty, overlaps


ratios = np.linspace(0.8, 1.25, 91)
largest = np.array([unequal(t)[2].max() for t in ratios])
best = ratios[np.argmin(largest)]
assert abs(best - 1) < 1e-9
print(f"Scan r_E/r_A from {ratios[0]:.2f} to {ratios[-1]:.2f}: "
      f"least largest overlap {100*largest.min():.2f} % at {best:.3f}")

# Silicon
a_si = physical_constants["lattice parameter of silicon"][0] / angstrom
bohr = physical_constants["Bohr radius"][0] / angstrom
d_si = bond * a_si
print(f"Silicon: a = {a_si:.4f} angstrom, bond d = {d_si:.4f} angstrom")
for label, key in (("atoms only", "diamond"), ("with E", "diamond+E")):
    s_si = results[key]["s"] * a_si
    print(f"   {label}: s = {s_si:.4f} angstrom = {s_si/bohr:.4f} bohr, "
          f"2s-d = {2*s_si-d_si:.4f} angstrom")
shrink = results["diamond"]["s"] / results["diamond+E"]["s"]
assert abs(shrink ** 3 - 2) < 1e-12
print(f"   radius ratio atoms only / with E = {shrink:.5f}")
t_example = 0.9
r_atom, r_empty, overlaps = unequal(t_example)
print(f"   r_E/r_A = {t_example}: r_A = {r_atom*a_si:.4f} angstrom, "
      f"r_E = {r_empty*a_si:.4f} angstrom")
print(f"   overlaps: atom-atom {100*overlaps[0]:.2f} %, "
      f"atom-E {100*overlaps[1]:.2f} %, E-E {100*overlaps[2]:.2f} %")

print("OK")
```

It prints:

```
Lengths in units of the cube edge a; E = empty spheres
sc: sites per cube 1, z = 6, d = 1.00000 a, s = 0.62035 a
   2s/d = 1.24070, overlap = 24.07 %, (2s-d)/s = 38.8 %
   touching-sphere filling f = 0.5236, d2/(2s) = 1.1399
   doubly covered volume: lens formula 15.84 %, grid 15.87 %; uncovered, grid 15.85 %
bcc: sites per cube 2, z = 8, d = 0.86603 a, s = 0.49237 a
   2s/d = 1.13709, overlap = 13.71 %, (2s-d)/s = 24.1 %
   touching-sphere filling f = 0.6802, d2/(2s) = 1.0155
   doubly covered volume: lens formula 8.37 %, grid 8.36 %; uncovered, grid 8.36 %
fcc: sites per cube 4, z = 12, d = 0.70711 a, s = 0.39080 a
   2s/d = 1.10534, overlap = 10.53 %, (2s-d)/s = 19.1 %
   touching-sphere filling f = 0.7405, d2/(2s) = 1.2794
   doubly covered volume: lens formula 7.91 %, grid 7.91 %; uncovered, grid 7.92 %
diamond: sites per cube 8, z = 4, d = 0.43301 a, s = 0.31018 a
   2s/d = 1.43264, overlap = 43.26 %, (2s-d)/s = 60.4 %
   touching-sphere filling f = 0.3401, d2/(2s) = 1.1399
   doubly covered volume: lens formula 24.60 %, grid 24.60 %; uncovered, grid 24.60 %
diamond+E: sites per cube 16, z = 8, d = 0.43301 a, s = 0.24619 a
   2s/d = 1.13709, overlap = 13.71 %, (2s-d)/s = 24.1 %
   touching-sphere filling f = 0.6802, d2/(2s) = 1.0155
   doubly covered volume: lens formula 8.37 %, grid 8.38 %; uncovered, grid 8.39 %
fcc triangle: s/d = 0.5527, circumradius/d = 0.5774
Atoms + holes: 16 points per cube, bcc lattice of constant a/2: 16 points, sets equal
atom-atom: 4 neighbours at 0.43301 a
atom-E: 4 neighbours at 0.43301 a
E-E: 4 neighbours at 0.43301 a
E-atom: 4 neighbours at 0.43301 a
Farthest grid points from atoms: 8 per cube, distance 0.43301 a
Scan r_E/r_A from 0.80 to 1.25: least largest overlap 13.71 % at 1.000
Silicon: a = 5.4310 angstrom, bond d = 2.3517 angstrom
   atoms only: s = 1.6846 angstrom = 3.1834 bohr, 2s-d = 1.0174 angstrom
   with E: s = 1.3370 angstrom = 2.5266 bohr, 2s-d = 0.3224 angstrom
   radius ratio atoms only / with E = 1.25992
   r_E/r_A = 0.9: r_A = 1.4035 angstrom, r_E = 1.2632 angstrom
   overlaps: atom-atom 19.36 %, atom-E 13.40 %, E-E 7.43 %
OK
```
